# Gaussian Schell-model sources with the same far-field angular intensity: a program that tests the result

```python
"""
Result under test: a planar Gaussian Schell-model source with
  intensity  S(r) = exp(-r^2/(2 s^2)),
  degree of coherence  mu = exp(-|r1-r2|^2/(2 d^2)),
and flat mean phase has the radiant intensity
  J(theta) = P k^2/(2 pi b^2) cos(theta)^2 exp(-k^2 sin(theta)^2/(2 b^2)),
  b^2 = 1/(4 s^2) + 1/d^2,   P = integral of S over the plane.
Sources of equal b and k thus share one normalized angular intensity.
k: wavenumber; b: rms transverse wavenumber per axis.
Lengths in the worked example are in micrometres (um) unless named.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson


def spread(s, d):
    return np.sqrt(1 / (4 * s**2) + 1 / d**2)


def cross_density(x, s, d):
    """One Cartesian factor of the cross-spectral density."""
    x1, x2 = x[:, None], x[None, :]
    return (np.exp(-(x1**2 + x2**2) / (4 * s**2))
            * np.exp(-(x1 - x2)**2 / (2 * d**2)))


# ---- Wide-angle test: direct Rayleigh-Sommerfeld sums, with k = 1 ----
def radiant_intensity(s, d, angles, distance=1.0e4):
    """distance^2 times intensity, from the two-dimensional source."""
    x = np.linspace(-9 * s, 9 * s, 121)
    h = x[1] - x[0]
    w = cross_density(x, s, d)
    result = []
    for angle in angles:
        px, pz = distance * np.sin(angle), distance * np.cos(angle)
        r = np.sqrt((px - x[:, None])**2 + x[None, :]**2 + pz**2)
        kernel = pz / r**2 * (1j - 1 / r) * np.exp(1j * r) / (2 * np.pi)
        value = np.sum(kernel * (w @ kernel.conj() @ w)).real
        result.append(value * h**4 * distance**2)
    return np.array(result)


angles = np.radians([0.0, 15.0, 30.0, 45.0, 60.0, 70.0])
b_test = spread(3.0, 2.0)
d_middle = 1 / np.sqrt(b_test**2 - 1 / (4 * 1.5**2))
test_sources = [("partly coherent", 3.0, 2.0),
                ("intermediate", 1.5, d_middle),
                ("fully coherent", 1 / (2 * b_test), np.inf)]
law = (np.cos(angles)**2 * np.exp(-np.sin(angles)**2 / (2 * b_test**2))
       / (2 * np.pi * b_test**2))
print("Wide-angle test, lengths in units of 1/k")
print(f"b of all three sources = {b_test:.5f} k")
for name, s, d in test_sources:
    j = radiant_intensity(s, d, angles)
    error = np.max(np.abs(j / (2 * np.pi * s**2) / law - 1))
    assert error < 1e-5, (name, error)
    print(f"{name}: s={s:.4f}, d={d:.4f}, "
          f"J(30deg)/J(0)={j[2]/j[0]:.5f}, J(60deg)/J(0)={j[4]/j[0]:.5f}")
    print(f"  largest relative error of the law = {error:.1e}")
control = radiant_intensity(3.0, 4.0, angles)
control_gap = np.max(np.abs(control / control[0] - law / law[0]))
assert control_gap > 0.05
print(f"control s=3, d=4: largest pattern difference = {control_gap:.3f}")

# ---- Worked example: ArF excimer beam, rough typical values ----
wavelength = 0.1934
k = 2 * np.pi / wavelength
s_laser, d_laser = 2000.0, 100.0
b = spread(s_laser, d_laser)
s_twin = 1 / (2 * b)
s_mid = 100.0
d_mid = 1 / np.sqrt(b**2 - 1 / (4 * s_mid**2))
theta = b / k
bohr_um = const.physical_constants["Bohr radius"][0] * 1e6
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
photon_ev = const.h * const.c / (wavelength * 1e-6) / const.e
k_atomic = const.fine_structure * photon_ev / hartree_ev
assert abs(k_atomic / (k * bohr_um) - 1) < 1e-7

print("ArF example")
print(f"wavelength = {wavelength*1e3:.1f} nm")
print(f"photon energy = {photon_ev:.3f} eV")
print(f"k = {k:.3f} 1/um")
print(f"laser: s = {s_laser:.0f} um, d = {d_laser:.0f} um")
print(f"b = {b:.7f} 1/um = {b*bohr_um:.4e} atomic units")
print(f"k = {k_atomic:.5e} atomic units")
print(f"coherent twin: s = {s_twin:.3f} um = {s_twin/bohr_um:.4e} bohr")
print(f"intermediate: s = {s_mid:.0f} um, d = {d_mid:.2f} um")
print(f"common rms angle per axis = {theta*1e3:.4f} mrad")

sources = [("laser", s_laser, d_laser), ("intermediate", s_mid, d_mid),
           ("coherent twin", s_twin, np.inf)]


# ---- Paraxial propagation by direct Fresnel sums ----
def fresnel_profile(s, d, inverse_radius, z, x_out):
    """Intensity at z; inverse_radius > 0 is a diverging wavefront."""
    x = np.linspace(-8 * s, 8 * s, 1601)
    phase = (x[None, :]**2 * inverse_radius
             + (x_out[:, None] - x[None, :])**2 / z) * k / 2
    kernel = np.exp(1j * phase)
    return np.sum(kernel.conj() * (kernel @ cross_density(x, s, d)),
                  axis=1).real


def rms_width(x, profile):
    return np.sqrt(np.sum(x**2 * profile) / np.sum(profile))


def width_law(s, d, inverse_radius, z):
    return np.sqrt(s**2 * (1 + z * inverse_radius)**2
                   + (spread(s, d) * z / k)**2)


focal = 1.0e6
x_focus = np.linspace(-6 * focal * theta, 6 * focal * theta, 201)
expected = np.exp(-x_focus**2 / (2 * (focal * theta)**2))
print(f"lens focal length = {focal*1e-6:.0f} m")
for name, s, d in sources:
    profile = fresnel_profile(s, d, -1 / focal, focal, x_focus)
    assert np.max(np.abs(profile / profile.max() - expected)) < 1e-5
    print(f"{name}: focal rms width = {rms_width(x_focus, profile):.3f} um")

# ---- What differs inside the family: modes and far-field coherence ----
for name, s, d in sources:
    x = np.linspace(-8 * s, 8 * s, 801)
    w = cross_density(x, s, d)
    values = np.linalg.eigvalsh(w)[::-1]
    values = values / values.sum()
    modes = 1 / np.sum(values**2)
    m_law = 2 * s * b
    assert abs(modes / m_law - 1) < 1e-6
    assert abs(values[1] / values[0] - (m_law - 1) / (m_law + 1)) < 1e-6
    q = 1 / s
    p = np.array([0.5 * b - q / 2, 0.5 * b + q / 2])
    transform = np.exp(-1j * p[:, None] * x[None, :])
    far = transform @ w @ transform.conj().T
    mu_far = abs(far[0, 1]) / np.sqrt(far[0, 0].real * far[1, 1].real)
    inverse_square = s**2 - 1 / (4 * b**2)
    assert abs(mu_far - np.exp(-q**2 * inverse_square / 2)) < 1e-6
    print(f"{name}: modes per axis = {modes:.3f}")
    if np.isfinite(d):
        print(f"  far-field coherence width = "
              f"{1e3/(k*np.sqrt(inverse_square)):.4f} mrad")
    else:
        print(f"  far-field degree of coherence = {mu_far:.6f}")

# ---- Neglected effects, for the numbers of the example ----
print("Neglected effects")
path = 1.0e7
print(f"beam path = {path*1e-6:.0f} m")
for name, s, d in (sources[0], sources[2]):
    guess = width_law(s, d, 0.0, path)
    x_out = np.linspace(-6 * guess, 6 * guess, 201)
    width = rms_width(x_out, fresnel_profile(s, d, 0.0, path, x_out))
    assert abs(width / guess - 1) < 1e-5
    print(f"{name}: k s/b = {k*s/b*1e-6:.4f} m, "
          f"rms width after path = {width*1e-3:.4f} mm")

radius = 2.0e7
print(f"wavefront radius = {radius*1e-6:.0f} m")
for name, s, d in (sources[0], sources[2]):
    guess = width_law(s, d, 1 / radius, path)
    x_out = np.linspace(-6 * guess, 6 * guess, 201)
    width = rms_width(x_out, fresnel_profile(s, d, 1 / radius, path, x_out))
    assert abs(width / guess - 1) < 1e-5
    angle_law = np.sqrt(theta**2 + (s / radius)**2)
    x_out = np.linspace(-6 * focal * angle_law, 6 * focal * angle_law, 201)
    profile = fresnel_profile(s, d, 1 / radius - 1 / focal, focal, x_out)
    angle = rms_width(x_out, profile) / focal
    assert abs(angle / angle_law - 1) < 1e-5
    print(f"{name}: rms angle with curvature = {angle*1e3:.4f} mrad")

p = np.linspace(0, 4 * b, 161)
gaussian_pattern = np.exp(-p**2 / (2 * b**2))
nodes, weights = np.polynomial.legendre.leggauss(400)
for name, s, d in (sources[0], sources[2]):
    full_width = np.sqrt(12) * s
    x = nodes * full_width / 2
    mu = np.exp(-(x[:, None] - x[None, :])**2 / (2 * d**2))
    transform = weights * np.exp(-1j * p[:, None] * x[None, :])
    pattern = np.sum(transform.conj() * (transform @ mu), axis=1).real
    pattern = pattern / pattern[0]
    if np.isinf(d):
        slit = np.sinc(p * full_width / (2 * np.pi))**2
        assert np.max(np.abs(pattern - slit)) < 1e-10
    gap = np.max(np.abs(pattern - gaussian_pattern))
    print(f"{name}: flat-top intensity, largest change of J/J(0) = {gap:.4f}")

decay = d_laser / np.sqrt(2)
u = np.linspace(0, 40 * decay, 20001)
correlation = np.exp(-u**2 / (8 * s_laser**2) - u / decay)
pattern = simpson(correlation * np.cos(p[:, None] * u), x=u, axis=1)
gap = np.max(np.abs(pattern / pattern[0] - gaussian_pattern))
print(f"laser: exponential coherence, largest change of J/J(0) = {gap:.3f}")

line_fwhm = 0.4e-3
line_rms = line_fwhm / np.sqrt(8 * np.log(2))
t, wt = np.polynomial.hermite.hermgauss(12)
lines = wavelength + np.sqrt(2) * line_rms * t
broad = np.sqrt(np.sum(wt * (lines * b / (2 * np.pi))**2) / np.sum(wt))
print(f"linewidth (full width at half maximum) = {line_fwhm*1e3:.1f} nm")
print(f"relative change of rms angle by linewidth = {broad/theta-1:.1e}")
print(f"obliquity loss at three rms angles = {np.sin(3*theta)**2:.1e}")
print("verified")
```

Running it gives:

```
Wide-angle test, lengths in units of 1/k
b of all three sources = 0.52705 k
partly coherent: s=3.0000, d=2.0000, J(30deg)/J(0)=0.47822, J(60deg)/J(0)=0.06481
  largest relative error of the law = 7.8e-07
intermediate: s=1.5000, d=2.4495, J(30deg)/J(0)=0.47822, J(60deg)/J(0)=0.06481
  largest relative error of the law = 2.1e-07
fully coherent: s=0.9487, d=inf, J(30deg)/J(0)=0.47822, J(60deg)/J(0)=0.06481
  largest relative error of the law = 9.5e-08
control s=3, d=4: largest pattern difference = 0.290
ArF example
wavelength = 193.4 nm
photon energy = 6.411 eV
k = 32.488 1/um
laser: s = 2000 um, d = 100 um
b = 0.0100031 1/um = 5.2934e-07 atomic units
k = 1.71919e-03 atomic units
coherent twin: s = 49.984 um = 9.4457e+05 bohr
intermediate: s = 100 um, d = 115.42 um
common rms angle per axis = 0.3079 mrad
lens focal length = 1 m
laser: focal rms width = 307.902 um
intermediate: focal rms width = 307.902 um
coherent twin: focal rms width = 307.902 um
laser: modes per axis = 40.012
  far-field coherence width = 0.0154 mrad
intermediate: modes per axis = 2.001
  far-field coherence width = 0.3554 mrad
coherent twin: modes per axis = 1.000
  far-field degree of coherence = 1.000000
Neglected effects
beam path = 10 m
laser: k s/b = 6.4956 m, rms width after path = 3.6716 mm
coherent twin: k s/b = 0.1623 m, rms width after path = 3.0794 mm
wavefront radius = 20 m
laser: rms angle with curvature = 0.3237 mrad
coherent twin: rms angle with curvature = 0.3079 mrad
laser: flat-top intensity, largest change of J/J(0) = 0.0051
coherent twin: flat-top intensity, largest change of J/J(0) = 0.2257
laser: exponential coherence, largest change of J/J(0) = 0.204
linewidth (full width at half maximum) = 0.4 nm
relative change of rms angle by linewidth = 3.9e-07
obliquity loss at three rms angles = 8.5e-07
verified
```
